# Building the graphene vacancy zero mode by matching edge solutions

**Question**

I am trying to construct the zero-energy state of a single vacancy in monolayer graphene. My plan is to cut the sheet along the zigzag row that contains the missing A atom, write the zero-energy edge solutions of both half-planes, and match them across the cut. The result should live on the B sublattice, decay as $1/r$, show interference between the two valleys, and have a logarithmically divergent norm.

I get stuck at the matching. A zigzag edge has zero-energy solutions for only a third of the momenta along the edge, but a vacancy is a point and needs all of them. What supplies the missing two thirds? And how do the $1/r$ law, its phase and the coefficient of the logarithm follow?

**Answer**

The missing momenta come from the other half-plane, because its edge is not an ordinary zigzag edge. I assume nearest-neighbour hopping $-t$, an infinite sheet and no lattice relaxation.

**Equations and geometry**

Let $a$ be the lattice constant and $d=a/\sqrt3$ the bond length. Let $A(m,n)$ be bonded to $B(m,n)$, $B(m+1,n)$ and $B(m,n+1)$, and remove $A(0,0)$, which is the origin. With $x$ along the zigzag rows and $N=n-1$, the site $B(m,n)$ sits at

$$x=a\left(m+\tfrac N2\right),\qquad y=\tfrac{\sqrt3}{2}aN+d .$$

At zero energy the sublattices decouple. The equation at each A site that is present says that its three B amplitudes add to zero. The missing site imposes nothing, so its sum is a free number $c$:

$$b(m,n)+b(m+1,n)+b(m,n+1)=c\,\delta_{m0}\delta_{n0}.$$

Now put $b_n(k)=\sum_m b(m,n)e^{-ikm}$. The shift $m\to m+1$ becomes a factor $e^{ik}$, so

$$b_{n+1}-z\,b_n=c\,\delta_{n0},\qquad z=-(1+e^{ik})=-2\cos\tfrac k2\,e^{ik/2}.$$

**The two edges**

*Upper half, $n\ge1$.* Here $b_n=z^{n-1}b_1$, which decays upward only if $|z|<1$, that is, for $2\pi/3<k<4\pi/3$. This is the zigzag window $W$, one third of the momenta.

*Lower half, $n\le0$.* The A atoms of row 0 carry the matching condition, so they are set aside. Each B atom of row 0 then keeps a single bond, to $A(m,-1)$. That is a bearded edge. Its solutions $b_n=z^{n}b_0$ decay downward only if $|z|>1$, which is the complementary window $\bar W$, two thirds of the momenta.

The seam requires $b_1-zb_0=c$ at every $k$. In $W$ the lower solution must vanish, so $b_1=c$. In $\bar W$ the upper one must vanish, so $b_0=-c/z$. Hence

$$b_n=\begin{cases}+c\,z^{n-1}, & k\in W,\ n\ge1,\\ -c\,z^{n-1}, & k\in\bar W,\ n\le0,\end{cases}$$

and $b_n=0$ otherwise. The matching has no freedom left except $c$.

The three vacancy neighbours show that the pieces fit. For $B(0,1)$ the integrand is $c$, and the window gives $c\,(2\pi/3)/(2\pi)=c/3$. For $B(0,0)$ the integrand is $c/(1+e^{ik})$. Its real part is $c/2$ and its imaginary part is odd in $k$, so the result is $\tfrac c2\,(4\pi/3)/(2\pi)=c/3$. For $B(1,0)$ the integrand $c\,e^{ik}/(1+e^{ik})$ also has real part $c/2$, and gives $c/3$ again. The threefold symmetry, which the cut had hidden, is restored.

*Uniqueness.* The difference of two solutions with the same $c$ obeys the equations of the perfect lattice. Its two-dimensional transform, multiplied by $f=1+e^{ik_1}+e^{ik_2}$, is zero, so it is supported at the two Dirac points where $f=0$. In real space that means plane waves times polynomials, which do not decay. The same argument excludes a decaying part on A: extended by zero to the vacant site, it would satisfy the perfect-lattice equations at every B site.

**Large distances**

Transforming back, with $X=x/a=m+N/2$, the upper half is

$$b=c\int_W\frac{dk}{2\pi}\,e^{ikX}\left(-2\cos\tfrac k2\right)^N .$$

Far away, only the ends of the window contribute. Near the first end put $k=2\pi/3+q$ and expand:

$$\ln\left(2\cos\tfrac k2\right)=-\tfrac{\sqrt3}{2}q-\tfrac12q^2+\dots$$

The prefactor is $(-1)^Ne^{2\pi iX/3}$. Since $2X=2m+N$, we have $(-1)^N=e^{-2\pi iX}$, and the prefactor becomes $e^{-4\pi iX/3}=e^{-iKx}$ with $K=4\pi/(3a)$. Defining $s=\tfrac{\sqrt3}{2}N-iX$,

$$\int_0^\infty e^{-sq}\left(1-\tfrac N2q^2\right)dq=\frac1s-\frac N{s^3}.$$

The end at $4\pi/3$ gives the complex conjugate, because $k\to2\pi-k$ maps one end to the other. Therefore

$$b\simeq\frac c\pi\,\mathrm{Re}\left\{e^{-iKx}\left[\frac1s-\frac N{s^3}\right]\right\}.$$

In the lower half, $k=2\pi/3-q$ and $\mathrm{Re}\,s<0$. The integral is $\int_0^\infty e^{sq}(1-\tfrac N2q^2)dq=-1/s+N/s^3$, and the minus sign in front of the lower solution turns it into the same expression. One formula covers both sides.

Next, measure distance from the vacancy. Let $w=y-ix$, so that $w/a=s+1/\sqrt3$. To the order needed,

$$\frac1s=\frac aw+\frac{a^2}{\sqrt3\,w^2},\qquad N=\frac{w+w^*}{\sqrt3\,a},\qquad \frac N{s^3}=\frac{a^2(w+w^*)}{\sqrt3\,w^3}.$$

The $1/w^2$ terms cancel, leaving

$$b=\frac{ac}{\pi}\,\mathrm{Re}\left\{e^{-iKx}\left[\frac1w-\frac{a}{\sqrt3}\frac{w^*}{w^3}\right]\right\}+O(r^{-3}).$$

The second term is the trigonal correction, smaller than the first by $d/r$. The exact integrals bear out both orders. Between $r\approx21a$ and $r\approx84a$, the largest error of the leading term times $r^2$ stays near $0.2\,a^2c$. That of the two-term form times $r^3$ goes from 0.39 to 0.33 $a^3c$.

**Valley interference and the norm**

Write $x=r\sin\theta$ and $y=r\cos\theta$, so that $1/w=e^{i\theta}/r$. The leading term is

$$b\simeq\frac{ac}{\pi r}\cos(Kx-\theta).$$

It is an equal superposition of two valley waves with envelopes proportional to $1/(x+iy)$ and $1/(x-iy)$. Each alone has a smooth density. Together they give

$$b^2\simeq\frac{a^2c^2}{2\pi^2r^2}\left[1+\cos(2Kx-2\theta)\right].$$

A step $a$ along a row advances the interference phase by $2Ka=8\pi/3$, equivalent to $2\pi/3$. The cosine therefore sums to zero over three successive sites, as long as $r$ and $\theta$ barely change between them. Each B site occupies the area $\sqrt3a^2/2$, so the norm between $R_0$ and $R$ is

$$\int_{R_0}^{R}\frac{2\pi r\,dr}{\sqrt3a^2/2}\,\frac{a^2c^2}{2\pi^2r^2}=\frac{2c^2}{\sqrt3\,\pi}\ln\frac R{R_0}.$$

The coefficient is $0.3676\,c^2$. Direct summation over discs gives 0.3679 and an additive constant of 0.414, so $\mathcal N(R)\approx c^2[0.368\ln(R/a)+0.414]$. The state decays but cannot be normalized on the infinite sheet: it is quasi-localized, not bound.

**A finite density of vacancies**

Repeat the vacancy every $L\times L$ cells and consider the mode that is identical in every supercell, that is, at superlattice momentum zero. Take $L$ not a multiple of 3, so that none of the momenta allowed in this mode hits a Dirac point. The transform of $b$ is then $c/f$, and the norm per vacancy is $\mathcal N=c^2\langle1/|f|^2\rangle$, averaged over the allowed momenta. It is finite and grows with the same logarithm.

There is also a $1/L$ term. Trigonal warping adds to $1/|f|^2$ a piece proportional to $\cos3\varphi/q$ around each Dirac point, and the allowed momenta surround that point in a threefold pattern without inversion symmetry, so the piece does not cancel. The pattern inverts between $L=3j-1$ and $L=3j+1$, and so does the sign. The sizes 20 and 110 alone give a slope of 0.357; averaging over the pairs 20, 22 and 110, 112 gives 0.366.

**Numbers for graphene**

Take the rough values $a=0.246$ nm and $t=2.7$ eV, and $L=44$: a spacing of 10.8 nm, or $9.9\times10^{11}$ cm$^{-2}$.

First, the isolated vacancy on the row $N=12$, at $y=10.97a=2.70$ nm. At $x=0$ the leading term is $1/(10.97\pi)=0.0290$ in units of $c$. The correction factor $1-0.0526$ lowers it to 0.0275, and the exact integral gives 0.0277. The next two sites of the row have exact amplitudes $-0.0157$ and $-0.0098$. The densities on these three adjacent sites stand roughly as 8 : 2.6 : 1, although $r$ changes by less than 2%. That contrast is the intervalley interference.

In the array, $\mathcal N=1.606\,c^2$, so the three vacancy neighbours hold $3\times\tfrac19/1.606=21\%$ of the weight. The next level at the same superlattice momentum, zero, lies 0.22 eV away. These values belong to that momentum only. The array has a whole band of zero modes, one per superlattice momentum. Across it the weight on the three neighbours averages 16% and falls below 1% near the momenta onto which a Dirac point folds, where the next level comes down to about 0.05 eV. The shifts estimated below are likewise for momentum zero and vary across the band.

**What real graphene changes**

Densities near $10^{12}$ cm$^{-2}$ are, roughly, within reach of ion irradiation. Several neglected effects move the level by a sizeable part of that 0.22 eV:

- *Second-neighbour hopping $t_2$.* Going from B to A and back gives $f^\dagger f=3+S$, where $S$ sums over the six second neighbours. Let the matrix element between second neighbours be $+t_2$; the Dirac point, where $S=-3$, then sits at $-3t_2$. Measured from there, the first-order shift is $t_2\langle f^\dagger f\rangle=t_2c^2/\mathcal N$, since $fb$ is nonzero only at the vacant site. The opposite sign of $t_2$ reverses the shift. For a rough $t_2=0.1$ eV this is $0.1/1.606=0.062$ eV. Full diagonalization gives 0.061 eV, with 97% squared overlap with the original mode. First order degrades for larger $t_2$: at 0.3 eV it gives 0.187 eV against 0.152 eV from diagonalization, with 72% overlap. Since $\mathcal N$ depends on the superlattice momentum, the shift for $t_2=0.1$ eV runs from 0.062 eV at momentum zero to nearly zero near a folded Dirac point, so it also broadens the zero band.
- *Reconstruction.* If two of the three neighbours rebond, with a $\pi$ hopping of rough size 0.5 eV, the first-order shift has magnitude $2\times0.5\times\tfrac19/1.606=0.069$ eV.
- *Repulsion.* With the orbital held fixed, a rough on-site $U=4$ eV gives a first-order spin splitting of 0.093 eV for a singly occupied level. This counts the momentum-zero mode alone; with the whole zero band singly filled, the same estimate gives 0.073 eV. The spin polarization of the other electrons, left out of both, enlarges the splitting: a self-consistent mean field at momentum zero gives 1.6 to 1.8 times the fixed-orbital value for $L=10$ to 20.

An energy $\varepsilon$ away from the Dirac point cuts off the $1/r$ law near $\hbar v/|\varepsilon|$, with $\hbar v=\tfrac{\sqrt3}{2}at=0.575$ eV nm. For $k_BT$ at 300 K that is 22 nm, beyond the vacancy spacing. For the $t_2$ shift it is $0.575/0.062\approx9$ nm, comparable with the spacing. In the array the neighbouring vacancies distort the tail sooner than that, by about 10% of the amplitude at 3 nm and 25% at 4 nm, while the bare $1/r$ term still misses the isolated state by 8% at 2 nm. At this density the $1/r$ law describes distances of roughly 2 to 3 nm.

Real vacancies are also randomly placed and occur on both sublattices. Counting equations against unknowns then guarantees only as many zero modes as the difference between the numbers of A and B sites, so modes on opposite sublattices may split; the array above says nothing about how much. The $\sigma$ dangling bonds and out-of-plane relaxation are left out altogether. The remaining values are in the numerical output below.

## Computed results

```
zigzag window, share of k grid: 0.3333
bearded window, share of k grid: 0.6667
worst lattice-equation error (c=1): 2.4e-14
amplitude on each vacancy neighbour (c=1): 0.333333
r^2 x leading-term error, r=20-22 a: 0.2029 a^2
r^2 x leading-term error, r=80-88 a: 0.1879 a^2
r^3 x two-term error, r=20-22 a: 0.3864 a^3
r^3 x two-term error, r=80-88 a: 0.3320 a^3
mean of 2 pi^2 r^2 b^2, r=40-90 a: 1.0014
interference average (0 if incoherent): 1.0008
log slope of norm, formula: 0.36755
log slope of norm, disc sums: 0.36791
log slope of norm, paired arrays: 0.36637
log slope of norm, L=20 and 110 only: 0.35684
1/L coefficient from L=20,22: 0.4207
1/L coefficient from L=110,112: 0.4191
constant in disc norm (R in a): 0.4140
norm of array mode, L=20: 1.32810
norm of array mode, L=22: 1.32297
norm of array mode, L=44: 1.60555
norm of array mode, L=110: 1.93641
norm of array mode, L=112: 1.93548
array L=110 minus isolated, near core: 3.5e-05
dense L=20: zero modes 1, A weight 1e-30
dense L=20 minus isolated, near core: 2.1e-03
lattice constant: 0.246 nm; hopping t: 2.7 eV
hbar v: 0.5752 eV nm
array spacing: 10.82 nm
vacancy density: 9.856e+11 cm^-2
sample row height y: 2.6985 nm
x=0.000 nm: b=0.027679 lead=0.029017 two=0.027490
x=0.246 nm: b=-0.015656 lead=-0.016661 two=-0.015487
x=0.492 nm: b=-0.009785 lead=-0.009608 two=-0.009898
trigonal correction d/r at x=0: 0.0526
share of norm on 3 neighbours, L=44: 0.2076
next level, L=44: 0.2195 eV
second-neighbour hopping t2: 0.1 eV
t2 shift, first order: 0.06228 eV
t2 shift, full diagonalization: 0.06088 eV
squared overlap with zero mode: 0.9725
hopping across reconstructed bond: 0.5 eV
first-order shift from that bond: 0.0692 eV
on-site repulsion U: 4.0 eV
mean-field spin splitting: 0.0929 eV
kT at 300 K: 0.02585 eV
length hbar v/kT: 22.25 nm
disc norm to that length: 2.0696
share of that norm within 1 nm: 0.4583
```
